**Net acid noise in a quenched resist voxel**

For independent Poisson numbers of acid $A$ (mean $a$) and base $B$ (mean $b$), the net acid $A-B$ has relative standard deviation $\sqrt{a+b}/(a-b)$. The program asserts this against explicit sums over the joint probabilities for three pairs of means. For $a=20$ and $b=10$ the output shows 54.77 %, against 31.62 % for ten unquenched acids. Further assertions cover a fixed base number, independent random removal of acid, and the surviving acid $\max(A-B,0)$, whose relative deviation is 52.97 %; the last is also checked by random sampling. The variance formulas for clustered acids and for a fixed generator supply are compared with explicit distributions, giving net deviations of 83.67 % and 46.9 %. Quadrature tests the capture rate, the probability of remaining in the voxel and the integral that sets the averaging factor. With a diffusion length equal to the 5 nm voxel edge, averaging lowers the two deviations to 7.72 % and 4.46 %, and their ratio stays at 1.732.

## Numerical check

```python
"""Noise of net acid in a resist voxel.
Result under test: for independent Poisson acid A (mean a) and base B (mean b),
the signed net acid D = A - B has relative standard deviation
sqrt(a+b)/(a-b): 55 percent for a=20, b=10, against 32 percent for a
Poisson number of ten unquenched acids.
Surviving acid is S = max(D, 0). Lengths are in nm, times in s.
Sums over explicit probabilities, quadrature and sampling test the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf
from scipy.stats import binom, norm, poisson

counts = np.arange(200)
difference = counts[:, None] - counts[None, :]


def moments(values, prob):
    mean = np.sum(values * prob)
    return mean, np.sum((values - mean)**2 * prob)


def relative(mean, variance):
    return np.sqrt(variance) / mean


def net_relative(a, b):
    return np.sqrt(a + b) / (a - b)


def close(x, y, tol=1e-8):
    return abs(x - y) <= tol * max(1.0, abs(y))


# Signed net acid: explicit joint sums against the formula
for a_try, b_try in [(20, 10), (7, 3), (30, 12)]:
    joint_try = np.outer(poisson.pmf(counts, a_try),
                         poisson.pmf(counts, b_try))
    mean_try, var_try = moments(difference, joint_try)
    assert close(mean_try, a_try - b_try)
    assert close(var_try, a_try + b_try)
    assert close(relative(mean_try, var_try), net_relative(a_try, b_try))

a, b = 20.0, 10.0
net = a - b
acid_pmf = poisson.pmf(counts, a)
base_pmf = poisson.pmf(counts, b)
joint = np.outer(acid_pmf, base_pmf)
mean_d, var_d = moments(difference, joint)
rel_d = relative(mean_d, var_d)
mean_u, var_u = moments(counts, poisson.pmf(counts, net))
rel_u = relative(mean_u, var_u)
assert round(100 * rel_d) == 55 and round(100 * rel_u) == 32
assert close(rel_d / rel_u, np.sqrt((a + b) / (a - b)))

# Cause: fixed base number, and independent random removal of acids
mean_f, var_f = moments(counts - b, acid_pmf)
rel_fixed = relative(mean_f, var_f)
assert close(rel_fixed, np.sqrt(a) / net)
thinned = acid_pmf @ binom.pmf(counts[None, :], counts[:, None], 0.5)
assert np.max(abs(thinned - poisson.pmf(counts, net))) < 1e-10
rel_thinned = relative(*moments(counts, thinned))
assert close(rel_thinned, 1 / np.sqrt(net))

# Surviving acid: clipped distribution, moment identity and sampling
surviving = np.maximum(difference, 0)
excess_base = np.maximum(-difference, 0)
mean_s, var_s = moments(surviving, joint)
m = np.sum(excess_base * joint)
q = np.sum(excess_base**2 * joint)
assert close(mean_s, net + m)
assert close(var_s, a + b - q - 2 * net * m - m**2)
rel_s = relative(mean_s, var_s)
rng = np.random.default_rng(7)
acid_draw = rng.poisson(a, 400000)
base_draw = rng.poisson(b, 400000)
left = acid_draw - np.minimum(acid_draw, base_draw)
# Sampling error of this ratio is below 0.001
assert abs(left.std() / left.mean() - rel_s) < 0.004
p_none = np.sum(joint[difference <= 0])
p_excess = np.sum(joint[difference < 0])
p_none_u = poisson.pmf(0, net)
assert abs(np.mean(left == 0) - p_none) < 0.002
assert close(p_none_u, np.exp(-net), 1e-12)

# Rough resist parameters and required dose
edge = 5.0
volume = edge**3
wavelength = 13.5
absorption = 0.005
acid_yield = 2.0
generators = 50
bake_time = 60.0
blur = 5.0
capture_radius = 0.5
photon_joule = const.h * const.c / (wavelength * 1e-9)
photons = a / acid_yield
fluence = photons / (volume * absorption)
dose = fluence * photon_joule * 1e14 * 1e3


# Clustered acids: photon number and acids per photon both Poisson
def clustered_pmf(mean_acids):
    weight = poisson.pmf(counts, mean_acids / acid_yield)
    table = poisson.pmf(counts[None, :], acid_yield * counts[:, None])
    return weight @ table


cluster_pmf = clustered_pmf(a)
mean_c, var_c = moments(counts, cluster_pmf)
assert close(mean_c, a) and close(var_c, a * (1 + acid_yield))
rel_cluster = relative(*moments(difference,
                                np.outer(cluster_pmf, base_pmf)))
assert close(rel_cluster, np.sqrt(a * (1 + acid_yield) + b) / net)
rel_cluster_u = relative(*moments(counts, clustered_pmf(net)))
assert close(rel_cluster_u, np.sqrt((1 + acid_yield) / net))

# Finite supply of acid generators
convert = a / generators
fixed_pmf = binom.pmf(counts, generators, convert)
mean_g, var_g = moments(counts, fixed_pmf)
assert close(mean_g, a) and close(var_g, a * (1 - a / generators))
rel_generator = relative(*moments(difference,
                                  np.outer(fixed_pmf, base_pmf)))
assert close(rel_generator, np.sqrt(var_g + b) / net)
random_supply = poisson.pmf(counts, generators) @ binom.pmf(
    counts[None, :], counts[:, None], convert)
assert np.max(abs(random_supply - acid_pmf)) < 1e-10


# Probability of remaining between two faces after Gaussian displacement
def stay(s):
    u = edge / s
    return (erf(u / np.sqrt(2))
            - np.sqrt(2 / np.pi) / u * (1 - np.exp(-u**2 / 2)))


def window(x, s):
    return norm.cdf((edge - x) / s) - norm.cdf(-x / s)


for s_try in (1.5, blur):
    direct = quad(lambda x: window(x, s_try), 0, edge)[0] / edge
    assert close(direct, stay(s_try), 1e-7)
    smooth = quad(lambda x: window(x, s_try)**2,
                  -10 * s_try, edge + 10 * s_try, limit=200)[0] / edge
    assert close(smooth, stay(np.sqrt(2) * s_try), 1e-7)

# Neutralization time from steady diffusion to a capture sphere
diffusivity = blur**2 / (2 * bake_time)
relative_diff = 2 * diffusivity
rate = 4 * np.pi * relative_diff * capture_radius
resistance = quad(lambda r: 1 / (4 * np.pi * relative_diff * r**2),
                  capture_radius, np.inf)[0]
assert close(1 / resistance, rate, 1e-7)
net_density = net / volume
life = 1 / (rate * net_density)
spread = np.sqrt(2 * diffusivity * life)
stay_life = stay(spread)**3
stay_bake = stay(blur)**3

# Averaging of initial placement noise during the whole bake
variance_factor = stay(np.sqrt(2) * blur)**3
rel_d_blur = rel_d * np.sqrt(variance_factor)
rel_u_blur = rel_u * np.sqrt(variance_factor)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Mean acid number", a)
show("Mean base number", b)
show("Mean signed net acid", mean_d)
show("Variance of signed net acid", var_d)
show("Standard deviation of signed net acid", np.sqrt(var_d))
show("Relative deviation, signed net acid", 100 * rel_d, "%")
show("Relative deviation, ten unquenched acids", 100 * rel_u, "%")
show("Ratio of the two deviations", rel_d / rel_u)
show("Relative deviation, base fixed at 10", 100 * rel_fixed, "%")
show("Relative deviation, random halving", 100 * rel_thinned, "%")
show("Mean excess base m", m)
show("Mean square excess base q", q)
show("Mean surviving acid", mean_s)
show("Variance of surviving acid", var_s)
show("Relative deviation, surviving acid", 100 * rel_s, "%")
show("Probability of no surviving acid", 100 * p_none, "%", 3)
show("Probability of excess base", 100 * p_excess, "%", 3)
show("Probability of no acid, unquenched", 100 * p_none_u, "%", 3)
show("Voxel edge", edge, "nm")
show("Voxel volume", volume, "nm^3")
show("Acid density before quenching", a / volume, "nm^-3")
show("Base density before quenching", b / volume, "nm^-3")
show("Net acid density", net_density, "nm^-3")
show("Wavelength", wavelength, "nm")
show("Photon energy", photon_joule / const.e, "eV")
show("Absorption coefficient (rough)", absorption, "nm^-1")
show("Acids per absorbed photon (rough)", acid_yield)
show("Absorbed photons per voxel", photons)
show("Incident photons per area", fluence, "nm^-2")
show("Required dose", dose, "mJ/cm2", 3)
show("Acid variance, clustered", var_c)
show("Net deviation, clustered acids", 100 * rel_cluster, "%")
show("Ten-acid deviation, clustered", 100 * rel_cluster_u, "%")
show("Ratio, clustered acids", rel_cluster / rel_cluster_u)
show("Generators per voxel (rough)", generators)
show("Acid variance, fixed generators", var_g)
show("Net deviation, fixed generators", 100 * rel_generator, "%")
show("Bake time (rough)", bake_time, "s")
show("Diffusion length per axis (rough)", blur, "nm")
show("Diffusivity of each species", diffusivity, "nm^2/s", 3)
show("Capture radius (rough)", capture_radius, "nm")
show("Capture rate constant", rate, "nm^3/s", 3)
show("Estimated base lifetime", life, "s", 3)
show("Spread per axis in that lifetime", spread, "nm", 3)
show("In voxel after base lifetime", 100 * stay_life, "%", 3)
show("In voxel after full bake", 100 * stay_bake, "%", 3)
show("Variance factor from bake averaging", variance_factor, "", 3)
show("Net deviation after averaging", 100 * rel_d_blur, "%", 3)
show("Ten-acid deviation after averaging", 100 * rel_u_blur, "%", 3)
show("Ratio after averaging", rel_d_blur / rel_u_blur)
print("success")
```

Output:

```
Mean acid number: 20
Mean base number: 10
Mean signed net acid: 10
Variance of signed net acid: 30
Standard deviation of signed net acid: 5.477
Relative deviation, signed net acid: 54.77 %
Relative deviation, ten unquenched acids: 31.62 %
Ratio of the two deviations: 1.732
Relative deviation, base fixed at 10: 44.72 %
Relative deviation, random halving: 31.62 %
Mean excess base m: 0.06578
Mean square excess base q: 0.2515
Mean surviving acid: 10.07
Variance of surviving acid: 28.43
Relative deviation, surviving acid: 52.97 %
Probability of no surviving acid: 3.93 %
Probability of excess base: 2.58 %
Probability of no acid, unquenched: 0.00454 %
Voxel edge: 5 nm
Voxel volume: 125 nm^3
Acid density before quenching: 0.16 nm^-3
Base density before quenching: 0.08 nm^-3
Net acid density: 0.08 nm^-3
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Absorption coefficient (rough): 0.005 nm^-1
Acids per absorbed photon (rough): 2
Absorbed photons per voxel: 10
Incident photons per area: 16 nm^-2
Required dose: 23.5 mJ/cm2
Acid variance, clustered: 60
Net deviation, clustered acids: 83.67 %
Ten-acid deviation, clustered: 54.77 %
Ratio, clustered acids: 1.528
Generators per voxel (rough): 50
Acid variance, fixed generators: 12
Net deviation, fixed generators: 46.9 %
Bake time (rough): 60 s
Diffusion length per axis (rough): 5 nm
Diffusivity of each species: 0.208 nm^2/s
Capture radius (rough): 0.5 nm
Capture rate constant: 2.62 nm^3/s
Estimated base lifetime: 4.77 s
Spread per axis in that lifetime: 1.41 nm
In voxel after base lifetime: 46.5 %
In voxel after full bake: 5.01 %
Variance factor from bake averaging: 0.0199
Net deviation after averaging: 7.72 %
Ten-acid deviation after averaging: 4.46 %
Ratio after averaging: 1.732
success
```
